Image charges for one interface charge between silicon and a gated oxide

Q: A single charge is trapped at the silicon/oxide interface, and a metal gate covers the oxide. I am told that images give the surface potential around it. Which problem is being solved? The bands in the silicon are bent by the gate bias already.

A: We look for the change of potential that the charge causes at fixed gate bias. The uniform band bending stays as background, and the full surface potential is the background plus this change, φ.

Let silicon fill z < 0 with relative permittivity εs, the oxide fill 0 < z < t with εox, and the gate be an ideal metal at z = t. A point charge q sits at the origin, and r is the lateral distance from it. SI units are used. For now the silicon is a dielectric half-space without carrier response; the cost of that is examined below. Then φ must satisfy four conditions:

(i) ∇²φ = 0 in each material, away from q;
(ii) φ = 0 at z = t, since the bias is fixed, and φ → 0 far away;
(iii) φ is continuous at z = 0;
(iv) at z = 0 and r > 0, εs ∂φ/∂z on the silicon side equals εox ∂φ/∂z on the oxide side, while the total displacement flux leaving the origin is q, and φ grows there no faster than the inverse distance, as for a point charge without added dipoles or higher multipoles.

These fix φ. The difference u of two solutions has no source. Multiplying ∇·(ε∇u) = 0 by u and integrating by parts gives ∫ε|∇u|² dV = 0, because u vanishes on the gate and the distant surface term vanishes for fields falling at least as fast as those of a point charge. So u is constant, and the gate makes it zero. Any construction meeting the four conditions is therefore the answer.

Q: Start without the gate. Which permittivity does a charge on the boundary feel?

A: Write R(u) = √(r² + u²) and try the same function on both sides, φ = A/R(z). It is continuous, and its z-derivative, −Az/R³, vanishes at z = 0 for r > 0, so (iii) and the first part of (iv) hold. The field A/R² is radial. Gauss's law over two hemispheres gives

q = ε0 εs (A/R²)(2πR²) + ε0 εox (A/R²)(2πR²) = 2πε0 (εs + εox) A.

With S = εs + εox,

A = q/(2πε0 S).

The charge feels the mean permittivity S/2.

Q: Now the gate. I would put −q at z = 2t and stop. Why is one mirror charge not enough?

A: It repairs the gate and spoils the interface. The field of the mirror charge crosses from oxide into silicon, and there it must be partly reflected.

Take a source term P/R(z−h) in the oxide, centred at a height h > 0. The centre may lie inside the gate, since the term is needed only below the gate. Try

oxide: P[1/R(z−h) + ρ/R(z+h)],
silicon: Pτ/R(z−h).

The added centre at −h lies outside the oxide, and the centre at h lies outside the silicon, so neither places new charge in the region where its term is used. At z = 0 all distances equal R(h), and continuity requires

1 + ρ = τ.

The z-derivative of 1/R(z−h) at z = 0 is +h/R(h)³, and that of 1/R(z+h) is −h/R(h)³. Equal normal displacement requires

εox(1 − ρ) = εs τ = εs(1 + ρ).

Hence

ρ = (εox − εs)/S = −β, with β = (εs − εox)/S,
τ = 1 − β = 2εox/S.

If the permittivities are equal, ρ = 0 and your single mirror charge is right. Otherwise the reflected term disturbs the gate again.

Q: Then you chase corrections back and forth. Show me the first few, with their signs.

A: In units of A:

Start: +1 at height 0, which already satisfies the interface conditions, including the real charge.
Gate: −1 at 2t cancels it on z = t.
Interface: the −1 at 2t gives −β·(−1) = +β at −2t for the oxide, and −(1−β) at 2t for the silicon.
Gate: the +β at −2t is cancelled by −β at 4t.
Interface: that gives +β² at −4t for the oxide, and −(1−β)β at 4t for the silicon.

Each round multiplies the strength by β and moves the centres outward by 2t. Therefore

oxide: φ = A Σ_{n≥0} βⁿ [1/R(z+2nt) − 1/R(2(n+1)t−z)],

silicon: φ = A [1/R(z) − (1−β) Σ_{n≥1} βⁿ⁻¹/R(2nt−z)].

Q: An endless repair need not end in a solution. Does the sum meet all the conditions at once?

A: Both permittivities are positive, so |β| < 1 and the sums converge. At z = t the two distances in each oxide bracket are both R((2n+1)t), so φ = 0 there.

At z = 0, collect the terms of the oxide sum that contain 1/R(2nt). For n ≥ 1 the coefficient is βⁿ − βⁿ⁻¹ = −(1−β)βⁿ⁻¹, which is the silicon coefficient. The potential is continuous.

For the derivatives at z = 0, the coefficient of 2nt/R(2nt)³ is

oxide: −(βⁿ + βⁿ⁻¹) = −(1+β)βⁿ⁻¹,
silicon: −(1−β)βⁿ⁻¹.

Since 1 + β = 2εs/S and 1 − β = 2εox/S, we have εox(1+β) = εs(1−β) = 2εsεox/S, so the normal displacements agree. The flux from the origin comes from the first term alone and was set to q. All four conditions hold. Setting z = 0 gives the interface potential:

φ(r) = q/(2πε0 S) · [1/r − (1−β) Σ_{n≥1} βⁿ⁻¹/√(r² + 4n²t²)].

Q: I would trust it more if it came out without images.

A: Expand φ in Bessel functions, φ = ∫₀^∞ F(k,z) J₀(kr) dk. Laplace's equation becomes ∂²F/∂z² = k²F. With F = f(k) at the interface, decay in silicon and zero at the gate give

silicon: F = f exp(kz),
oxide: F = f sinh(k(t−z))/sinh(kt).

The point charge is a surface density q δ²(r) = (q/2π) ∫₀^∞ k J₀(kr) dk. The displacement jump, −ε0εox ∂F/∂z above plus ε0εs ∂F/∂z below, must equal qk/2π:

ε0 k f [εox coth(kt) + εs] = qk/2π,

φ(r) = q/(2πε0) ∫₀^∞ J₀(kr) dk / [εs + εox coth(kt)].

Put x = exp(−2kt), so that coth(kt) = (1+x)/(1−x). Then

1/[εs + εox coth(kt)] = (1−x)/[εs(1−x) + εox(1+x)]
= (1−x)/[S(1−βx)]
= (1/S)[1 − (1−β) Σ_{n≥1} βⁿ⁻¹xⁿ].

The last line uses 1/(1−βx) = Σβⁿxⁿ and collects powers of x. With ∫₀^∞ exp(−kb) J₀(kr) dk = 1/√(r²+b²), taken as b → 0⁺ for the first term, each power xⁿ becomes the image at distance 2nt. The two routes agree.

Q: How many images do I need in practice?

A: For β ≥ 0 the omitted terms have one sign. Their weights add up to (1−β) Σ_{n>N} βⁿ⁻¹ = β^N, and none is closer than image N+1. So

|error after N images| ≤ A β^N/√(r² + 4(N+1)²t²).

If εox > εs, β is negative and the terms alternate in sign with falling size, so the error is at most the first omitted term.

Q: Give me a case with numbers.

A: Take q = +e, t = 5 nm, εs = 11.7 and εox = 3.9. Then S = 15.6, β = 7.8/15.6 = 0.5 and A = 184.61 mV nm. The silicon-side images have weights −0.5, −0.25, −0.125 and so on, at heights 10, 20, 30 nm. At r = 10 nm:

no image: 184.61/10 = 18.46 mV,
first image: −0.5 × 184.61/√(100+100) = −6.53 mV, leaving 11.93 mV,
second image: −0.25 × 184.61/√(100+400) = −2.06 mV, leaving 9.87 mV,
third image: −0.125 × 184.61/√(100+900) = −0.73 mV, leaving 9.14 mV.

The full sum is 8.66 mV. After ten images the bound on the error is 0.0016 mV. The single full-strength mirror charge you proposed gives

184.61 × (1/10 − 1/√200) = 5.41 mV,

which is 38 % below the full sum. It screens too strongly because the interface passes only the fraction 1−β = 0.5 of the first mirror term into the silicon. The later images bring the total weight back to one, but they lie farther away, so for β > 0 they cannot make up the difference at any r.

Two other calculations support the sum. The Bessel integral, with its amplitudes found by solving the boundary conditions numerically, also gives 8.66 mV. A grid solution of Poisson's equation differs from the series by less than 0.1 % of φ at three distances near 5, 10 and 25 nm.

Q: Close to the charge the gate should hardly matter. Does the formula say so?

A: For r ≪ t, replace each root by 2nt. The remaining sum is Σβⁿ⁻¹/n = −ln(1−β)/β, so

φ ≈ A [1/r + (1−β) ln(1−β)/(2βt)].

The gate lowers the potential by a nearly constant amount. As β → 0 the second term becomes −1/(2t), as for one mirror charge at distance 2t. In the example it is −12.8 mV. At 1 nm the near law gives 184.6 − 12.8 = 171.8 mV, against 171.9 mV from the full sum.

The divergence at r = 0 belongs to the point-charge model. At atomic distances neither a point charge nor bulk permittivities can be relied on, so the 1 nm value illustrates the formula more than it describes a real defect.

Q: And far away? A screened charge should fall faster than 1/r, but I see a leading 1/r.

A: The image weights cancel it: (1−β)Σβⁿ⁻¹ = 1. Expand each image for r much larger than the important heights:

1/√(r²+4n²t²) = 1/r − 2n²t²/r³ + 6n⁴t⁴/r⁵ − ...

Large n does no harm to the first terms of this asymptotic expansion, because the weights fall geometrically. We need Σn²βⁿ⁻¹. Differentiating Σβⁿ = 1/(1−β) gives Σnβⁿ⁻¹ = 1/(1−β)². Multiplying by β and differentiating again gives

Σn²βⁿ⁻¹ = 1/(1−β)² + 2β/(1−β)³ = (1+β)/(1−β)³.

The leading potential is then

φ ≈ A (2t²/r³)(1+β)/(1−β)².

Here (1+β)/(1−β)² = (2εs/S)·S²/(4εox²) = εsS/(2εox²), and therefore

φ ≈ q εs t²/(2πε0 εox² r³).

There is no 1/r² term because the expansion contains only even powers of the image heights.

Q: So beyond a few oxide thicknesses I may use 1/r³?

A: Not with these permittivities. Carrying out the same step (multiply by β, then differentiate) two more times gives

Σn⁴βⁿ⁻¹ = (1+β)(1+10β+β²)/(1−β)⁵.

The r⁻⁵ term divided by the r⁻³ term is therefore

−3(t²/r²)(1+10β+β²)/(1−β)².

Let a = εs/εox = (1+β)/(1−β). Since 1+10β+β² = 3(1+β)² − 2(1−β)², the relative correction is

−3(3a²−2) t²/r² = 9(2/3 − a²) t²/r².

For a = 3 it is −75 t²/r². At r = 50 nm = 10t this equals −0.75, too large for the expansion to be useful. The full sum there is 0.68 of the far law. At 500 nm the correction is −0.0075, and the ratio is 0.993.

The Bessel integral shows the length involved. For kt ≪ 1, coth(kt) ≈ 1/(kt), and with λ = εs t/εox

1/[εs + εox coth(kt)] ≈ (1/εs) λk/(1+λk).

The far law keeps only small λk, and distances r probe k of order 1/r. For εs > εox, r must therefore be large compared with λ, here 15 nm, and not merely with t.

Q: If the field dies that fast, where is the opposite charge?

A: On the gate, in this half-space model. The outward normal of the metal points down, so its surface charge is σ = ε0εox ∂φ/∂z at z = t. Both terms of each oxide pair have the same derivative there:

σ(r) = −2ε0εoxA Σ_{n≥0} βⁿ (2n+1)t/[r² + (2n+1)²t²]^(3/2).

Since ∫₀^∞ 2πr b dr/(r²+b²)^(3/2) = 2π for any b > 0, the total is

−4πε0εoxA/(1−β) = −4πε0εox · q/(2πε0S) · S/(2εox) = −q.

Q: A uniform sheet of interface charge shifts the potential by Q/Cox. Does your one-charge result know that?

A: Add the potentials of many such charges, which amounts to integrating φ over the plane. Up to a large radius L, a term 1/√(r²+b²) gives 2π[√(L²+b²) − b], which tends to 2π(L−b). The pieces proportional to L cancel because the weights sum to one. What remains is

∫φ d²r = 2πA(1−β) Σ_{n≥1} 2nt βⁿ⁻¹ = 4πAt/(1−β) = qt/(ε0εox).

For N charges per unit area the mean shift is qNt/(ε0εox) = Q/Cox, with Q = qN and Cox = ε0εox/t.

Q: But a depleted MOS capacitor gives Q/(Cox + Cd), with Cd the depletion capacitance. You have lost Cd.

A: The infinite half-space has Cd = 0, so this is where the model must be repaired. Let the silicon be p-type and depleted down to z = −W. With acceptor density Na, the unperturbed band bending is

ψ₀ = eNa(z+W)²/(2ε0εs).

Its value and its slope both vanish at the edge. Let the charge move the edge to z = −W−δ. The total potential and field must vanish there:

eNaδ²/(2ε0εs) + φ(−W−δ) = 0,
−eNaδ/(ε0εs) + φ′(−W−δ) = 0.

The second equation makes δ first order in φ, so the first makes φ at the edge second order. To first order the edge acts as a grounded plane at z = −W. The silicon solution becomes f sinh(k(z+W))/sinh(kW), and εs is replaced by εs coth(kW) in the integral.

As k → 0 the denominator becomes (εs/W + εox/t)/k, which is the missing sum Cd + Cox with Cd = ε0εs/W. For W = 100 nm the uniform response is smaller than 1/Cox by the factor 1/(1 + 15/100) = 0.87. The nonlinear depletion equation, perturbed by a small sheet charge, gives the same uniform response as this limit: 125.9 V m²/C.

Q: Then every local value you quoted must come down by 13 %?

A: No. The 13 % refers to the integral over the whole plane, to which the distant tail contributes. Near the charge the change is much smaller. The grounded edge changes the integrand by

−εs[coth(kW)−1] / {[εs coth(kW) + εox coth(kt)][εs + εox coth(kt)]}.

Here coth(kW) − 1 = 2/[exp(2kW)−1], which limits k to about 1/W. If r, t and λ are all much smaller than W, then J₀(kr) ≈ 1 and each bracket in the denominator is about εox/(kt). Using ∫₀^∞ k² dk/[exp(2kW)−1] = ζ(3)/(4W³),

δφ ≈ −q εs t² ζ(3)/(4πε0 εox² W³), with ζ(3) ≈ 1.202.

This is also an upper bound in magnitude: |J₀| ≤ 1, and each bracket is at least εox/(kt).

In the example, with Na = 10¹⁷ cm⁻³ and W = 100 nm, the band bending is 0.77 V. The estimate above is then −0.033 mV, too large in magnitude because λ/W = 0.15 is not very small. The integral gives −0.023 mV at 10 nm, or 0.26 % of φ. At 50 nm it gives −0.020 mV, which is 6.7 % of φ because φ itself has dropped to 0.30 mV. These values assume a sharp edge and no electrons. The real edge is smeared over the Debye length, 13 nm at this doping, which enlarges both shifts by 5 to 7 %. The far law has no range of validity in this structure: it needs r well above 15 nm, while the half-space needs r well below 100 nm, and with the edge included φ never exceeds about 0.67 of the far law.

Q: What about electrons in the channel? They would screen the charge too.

A: They would, and the formula leaves them out. It suits depletion, and weak inversion while the mobile charge is too small to alter the field. In strong inversion a carrier-response term has to be added to the interface condition. The depletion example above is already near that limit. With an intrinsic density of 10¹⁰ cm⁻³ strong inversion sets in at a band bending of 0.83 V, so 0.77 V is weak inversion, with a classical surface electron density of about 0.1 Na. A linearized classical Poisson–Boltzmann treatment then changes φ from its half-space value by about −0.10 mV at 10 nm (1.1 %) and −0.027 mV at 50 nm (9 %), and lowers the uniform response to about 124 V m²/C. At 10 nm the electrons matter more than the depletion edge, and background plus φ passes 0.83 V inside about 2.5 nm.

The potential shows where local caution is needed. At 300 K, kT/e = 25.9 mV, and φ reaches that value at r = 4.9 nm. Inside this radius a positive charge lowers the electron energy by more than kT. In a local Boltzmann estimate the electron density there rises by more than a factor e, so a background density that is negligible elsewhere has to be checked again near the charge. Quantum confinement, which keeps electrons away from the interface plane, changes that estimate; the silicon-side sum at z < 0 supplies the electrostatic potential they would meet at depth.

Q: So what has the gate done to the range of one charge?

A: In the example, the ratio of φ to its value without the gate is 171.9/184.6 = 0.93 at 1 nm, 8.66/18.46 = 0.47 at 10 nm and 0.30/3.69 = 0.08 at 50 nm. The gate barely changes the peak and removes most of the tail. The numerical output below lists the intermediate distances.

Computed results

```
silicon relative permittivity: 11.7
oxide relative permittivity: 3.9
oxide thickness t: 5.0 nm
beta: 0.5000
prefactor A: 184.61 mV nm
image 1: height 10 nm, weight -0.5000
image 2: height 20 nm, weight -0.2500
image 3: height 30 nm, weight -0.1250
image 4: height 40 nm, weight -0.0625
phi(10 nm) with 0 images: 18.4611 mV
phi(10 nm) with 1 images: 11.9341 mV
phi(10 nm) with 2 images: 9.8701 mV
phi(10 nm) with 3 images: 9.1404 mV
phi(10 nm) with 5 images: 8.7474 mV
phi(10 nm) with 10 images: 8.6648 mV
remainder bound after 10 images: 0.00163 mV
r = 1 nm: phi = 171.8638 mV, without gate 184.6108 mV
r = 2 nm: phi = 79.7021 mV, without gate 92.3054 mV
r = 5 nm: phi = 25.1828 mV, without gate 36.9222 mV
r = 10 nm: phi = 8.6633 mV, without gate 18.4611 mV
r = 20 nm: phi = 2.3843 mV, without gate 9.2305 mV
r = 50 nm: phi = 0.2995 mV, without gate 3.6922 mV
phi(10 nm), boundary-condition integral: 8.6633 mV
phi(10 nm), one full-strength mirror: 5.4071 mV
finite volume at r = 4.955 nm: 25.4971 mV, series 25.5017 mV
finite volume at r = 10.071 nm: 8.5572 mV, series 8.5594 mV
finite volume at r = 24.685 nm: 1.5370 mV, series 1.5377 mV
temperature: 300 K; kT/e: 25.852 mV
radius where phi = kT/e: 4.907 nm
near-limit constant A*c: -12.796 mV
near law at 1 nm: 171.8146 mV
length eps_s t/eps_ox: 15.0 nm
half-space phi / far law at 50 nm: 0.6760
half-space phi / far law at 500 nm: 0.9927
gate charge inside r = 10000 t: -0.99970 e
area integral of phi inside r = 10000 t: 23.192 V nm^2
e t/(eps0 eps_ox): 23.199 V nm^2
acceptor density: 1.0e+17 cm^-3
depletion width W: 100 nm; band bending: 0.7733 V
uniform response dpsi/dQ, depletion equation: 125.910 V m^2/C
uniform response, kernel at small k: 125.910 V m^2/C
depletion-edge shift at 10 nm: -0.02255 mV, -0.260 % of phi
depletion-edge shift at 50 nm: -0.01998 mV, -6.670 % of phi
```
